# Thomas-Fermi Screening and the Effective Work Function of a Capped Metal Gate: test program

```python
"""
Effective work function of a thin inner metal (thickness t) under a thick cap.
Result under test (linear Thomas-Fermi theory, Hartree atomic units):
    W_eff(t) = W1 + S / (cosh(k1 t) + r sinh(k1 t))
             -> W1 + 2 S/(1+r) exp(-k1 t)   for large k1 t
W1, W2 : work functions of inner metal and cap;  S = W2 - W1 - dipole
dipole : short-range step of the local vacuum level at the metal-metal contact
k1, k2 : inverse screening lengths;  r = eps1 k1 / (eps2 k2)
The formula is compared with a numerical solution of the nonlinear
Thomas-Fermi-Poisson equation with zero field in the dielectric.
A Lindhard calculation shows what Thomas-Fermi screening leaves out.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_M = const.physical_constants["Bohr radius"][0]
BOHR_NM = BOHR_M * 1e9
PER_CM3 = 1.0 / (BOHR_M * 100) ** 3


def fermi_wavevector(rs):
    return (9 * np.pi / 4) ** (1 / 3) / rs


def kappa(kf, eps=1.0):
    return np.sqrt(4 * kf / (np.pi * eps))


def density(fermi_energy):
    return (2 * fermi_energy) ** 1.5 / (3 * np.pi ** 2)


def kappa_from_density_derivative(kf, eps=1.0):
    ef = kf ** 2 / 2
    step = 1e-4 * ef
    dos = (density(ef + step) - density(ef - step)) / (2 * step)
    return np.sqrt(4 * np.pi * dos / eps)


def linear_factor(t, k1, r):
    return 1 / (np.cosh(k1 * t) + r * np.sinh(k1 * t))


def nonlinear_weff(t, inner, cap, dipole=0.0):
    """Finite-volume Newton solution; a metal is (work function, rs, eps)."""
    n1 = max(200, int(np.ceil(t / 0.01)))
    n2, cap_length = 3000, 30.0
    counts = [n1, n2]
    h = np.repeat([t / n1, cap_length / n2], counts)
    work = np.repeat([inner[0], cap[0]], counts)
    kf = np.repeat([fermi_wavevector(inner[1]),
                    fermi_wavevector(cap[1])], counts)
    eps = np.repeat([inner[2], cap[2]], counts)
    ef = kf ** 2 / 2
    background = density(ef)
    half = h / (2 * eps)
    g = 1 / (half[:-1] + half[1:])
    jump = np.zeros(n1 + n2 - 1)
    jump[n1 - 1] = dipole
    level = work.copy()
    for _ in range(40):
        local_ef = ef + work - level
        assert local_ef.min() > 0
        flux = g * (np.diff(level) - jump)
        residual = -4 * np.pi * h * (background - density(local_ef))
        residual[:-1] += flux
        residual[1:] -= flux
        band = np.zeros((3, n1 + n2))
        band[0, 1:] = g
        band[2, :-1] = g
        band[1] = -4 * h * np.sqrt(2 * local_ef) / np.pi
        band[1, :-1] -= g
        band[1, 1:] -= g
        change = solve_banded((1, 1), band, -residual)
        level += change
        if np.max(np.abs(change)) < 1e-11:
            break
    else:
        raise AssertionError("Newton iteration did not converge")
    # parabola with zero slope at the dielectric
    return (9 * level[0] - level[1]) / 8


def small_step_response(t, rs1, rs2, eps1, eps2, dipole):
    """d(W_eff)/dS at S = 0 from the nonlinear solver."""
    w1, s = 0.16, 1e-3
    values = [nonlinear_weff(t, (w1, rs1, eps1),
                             (w1 + dipole + sign * s, rs2, eps2), dipole)
              for sign in (1, -1)]
    return (values[0] - values[1]) / (2 * s)


# ---- screening constant from the derivative of the density
for rs_test, eps_test in ((2.0, 1.0), (3.0, 1.0), (4.0, 2.5)):
    kf_test = fermi_wavevector(rs_test)
    assert abs(kappa_from_density_derivative(kf_test, eps_test)
               / kappa(kf_test, eps_test) - 1) < 1e-6

# ---- linear formula against the solver (discretization and S^2 errors)
worst = 0.0
for rs1, rs2, e1, e2, dip in ((2.0, 3.0, 1.0, 1.0, 0.0),
                              (2.0, 3.0, 1.5, 2.0, 0.01),
                              (3.0, 2.0, 1.0, 1.0, -0.01)):
    ka = kappa(fermi_wavevector(rs1), e1)
    kb = kappa(fermi_wavevector(rs2), e2)
    ratio = e1 * ka / (e2 * kb)
    for t in (0.05, 0.5, 1.0, 2.0, 4.0, 6.0):
        numeric = small_step_response(t, rs1, rs2, e1, e2, dip)
        error = abs(numeric / linear_factor(t, ka, ratio) - 1)
        worst = max(worst, error)
assert worst < 3e-4, worst

# ---- equal metals in screening (r = 1): pure exponential at every thickness
k_same = kappa(fermi_wavevector(2.0))
worst_pure = max(abs(small_step_response(t, 2.0, 2.0, 1.0, 1.0, 0.0)
                     * np.exp(k_same * t) - 1) for t in (0.2, 1.0, 3.0))
assert worst_pure < 3e-4, worst_pure

# ---- worked example
W1, W2, RS1, RS2 = 0.16, 0.18, 2.0, 3.0
S = W2 - W1
kf1, kf2 = fermi_wavevector(RS1), fermi_wavevector(RS2)
k1, k2 = kappa(kf1), kappa(kf2)
r = k1 / k2
prefactor = 2 / (1 + r)
inner, cap = (W1, RS1, 1.0), (W2, RS2, 1.0)
thicknesses = (0.5, 1.0, 2.0, 4.0, 6.0)
table = []
for t in thicknesses:
    lin = W1 + S * linear_factor(t, k1, r)
    asym = W1 + S * prefactor * np.exp(-k1 * t)
    non = nonlinear_weff(t, inner, cap)
    assert abs(non - lin) < 0.02 * S
    table.append((t, lin, asym, non))

# nonlinear theory keeps the rate and shifts the prefactor in proportion to S
u5 = nonlinear_weff(5.0, inner, cap) - W1
u7 = nonlinear_weff(7.0, inner, cap) - W1
rate = np.log(u5 / u7) / 2
assert abs(rate / k1 - 1) < 5e-4
nonlinear_prefactor = u7 * np.exp(k1 * 7.0) / S
u7_half = nonlinear_weff(7.0, inner, (W1 + S / 2, RS2, 1.0)) - W1
shift_full = nonlinear_prefactor / prefactor - 1
shift_half = u7_half * np.exp(k1 * 7.0) / (S / 2) / prefactor - 1
assert abs(shift_full / shift_half - 2) < 0.2

# thickness that leaves a chosen residue
eta = 0.0005
t_star = np.log(2 * S / ((1 + r) * eta)) / k1
t_full = brentq(lambda t: S * linear_factor(t, k1, r) - eta, 0.01, 20)
residue_nonlinear = nonlinear_weff(t_star, inner, cap) - W1
assert abs(t_star / t_full - 1) < 1e-3
assert abs(residue_nonlinear / eta - 1) < 0.02


# ---- Lindhard response of the inner metal to a sheet of unit charge
def lindhard(z):
    if z < 1e-4:
        return 1 - z * z / 3
    if abs(z - 1) < 1e-14:
        return 0.5
    return 0.5 + (1 - z * z) / (4 * z) * np.log(abs((1 + z) / (1 - z)))


def sheet_tf(x):
    return 2 * np.pi * np.exp(-k1 * x) / k1


def sheet_lindhard(x):
    def difference(q):
        return (1 / (q * q + k1 ** 2 * lindhard(q / (2 * kf1)))
                - 1 / (q * q + k1 ** 2))
    edges = (0.0, 2 * kf1, 20.0, 200.0)
    total = sum(quad(difference, a, b, weight="cos", wvar=x,
                     epsabs=1e-10, epsrel=1e-9, limit=400)[0]
                for a, b in zip(edges[:-1], edges[1:]))
    return sheet_tf(x) + 4 * total


def friedel_envelope(x):
    return np.pi * k1 ** 2 / (kf1 * x ** 2
                              * (4 * kf1 ** 2 + k1 ** 2 / 2) ** 2)


for m in (40, 41):
    x_far = (m + 0.5) * np.pi / (2 * kf1)
    tail = -friedel_envelope(x_far) * np.sin(2 * kf1 * x_far)
    assert abs(sheet_lindhard(x_far) / tail - 1) < 0.03
x_cross = brentq(lambda x: sheet_tf(x) - friedel_envelope(x), 3, 15)

# ---- density needed for a decay length of 0.5 nm
target_nm = 0.5
target = target_nm / BOHR_NM
needed = []
for eps in (1.0, 10.0):
    kf_needed = np.pi * eps / (4 * target ** 2)
    assert abs(kappa_from_density_derivative(kf_needed, eps)
               * target - 1) < 1e-6
    needed.append((eps, density(kf_needed ** 2 / 2) * PER_CM3))
n_inner = density(kf1 ** 2 / 2) * PER_CM3
assert all(n < 0.01 * n_inner for _, n in needed)

# ---- output
print(f"W1 = {W1:.4f} hartree, W2 = {W2:.4f} hartree, S = {S:.4f} hartree")
print(f"rs inner = {RS1:.1f} bohr, rs cap = {RS2:.1f} bohr")
print(f"kF inner = {kf1:.4f} 1/bohr, kF cap = {kf2:.4f} 1/bohr")
print(f"EF inner = {kf1**2/2:.4f} hartree, EF cap = {kf2**2/2:.4f} hartree")
print(f"kappa inner = {k1:.4f} 1/bohr, kappa cap = {k2:.4f} 1/bohr")
print(f"screening length inner = {1/k1:.4f} bohr = {BOHR_NM/k1:.4f} nm")
print(f"screening length cap = {1/k2:.4f} bohr")
print(f"r = {r:.4f}, linear prefactor 2/(1+r) = {prefactor:.4f}")
print("W_eff in hartree: t/bohr, linear, asymptotic, nonlinear")
for t, lin, asym, non in table:
    print(f"  {t:.1f}  {lin:.6f}  {asym:.6f}  {non:.6f}")
t2, lin2 = table[2][:2]
print(f"linear W_eff at t = {t2:.1f} bohr: {lin2*HARTREE_EV:.4f} eV")
print(f"W1 = {W1*HARTREE_EV:.4f} eV, W2 = {W2*HARTREE_EV:.4f} eV")
print(f"nonlinear decay rate, t = 5 to 7 bohr: {rate:.4f} 1/bohr")
print(f"nonlinear prefactor = {nonlinear_prefactor:.4f}")
print(f"relative prefactor shift: S {100*shift_full:.3f} %, "
      f"S/2 {100*shift_half:.3f} %")
print(f"residue eta = {eta:.4f} hartree = {eta*HARTREE_EV*1000:.2f} meV")
print(f"t* = {t_star:.4f} bohr = {t_star*BOHR_NM:.4f} nm")
print(f"t from full linear formula = {t_full:.4f} bohr")
print(f"nonlinear residue at t* = {residue_nonlinear:.6f} hartree")
print("sheet potential / TF value at x=0: x/bohr, TF, Lindhard")
for x in (1.0, 2.0, 4.0, 6.0, 8.0, 10.0):
    print(f"  {x:.1f}  {sheet_tf(x)/sheet_tf(0):.6f}"
          f"  {sheet_lindhard(x)/sheet_tf(0):.6f}")
print(f"Friedel envelope = TF exponential at x = {x_cross:.2f} bohr")
print(f"inner-metal density = {n_inner:.3e} cm^-3")
for eps, n in needed:
    print(f"density for {target_nm:.1f} nm decay, eps = {eps:.0f}: "
          f"{n:.3e} cm^-3")
print(f"largest relative error of linear formula = {worst:.1e}")
print(f"largest relative error of pure exponential, r=1: {worst_pure:.1e}")
print("PASS")
```

It prints:

```
W1 = 0.1600 hartree, W2 = 0.1800 hartree, S = 0.0200 hartree
rs inner = 2.0 bohr, rs cap = 3.0 bohr
kF inner = 0.9596 1/bohr, kF cap = 0.6397 1/bohr
EF inner = 0.4604 hartree, EF cap = 0.2046 hartree
kappa inner = 1.1053 1/bohr, kappa cap = 0.9025 1/bohr
screening length inner = 0.9047 bohr = 0.0479 nm
screening length cap = 1.1080 bohr
r = 1.2247, linear prefactor 2/(1+r) = 0.8990
W_eff in hartree: t/bohr, linear, asymptotic, nonlinear
  0.5  0.170704  0.170346  0.170748
  1.0  0.166020  0.165953  0.166051
  2.0  0.161973  0.161971  0.161984
  4.0  0.160216  0.160216  0.160217
  6.0  0.160024  0.160024  0.160024
linear W_eff at t = 2.0 bohr: 4.4075 eV
W1 = 4.3538 eV, W2 = 4.8980 eV
nonlinear decay rate, t = 5 to 7 bohr: 1.1053 1/bohr
nonlinear prefactor = 0.9035
relative prefactor shift: S 0.501 %, S/2 0.252 %
residue eta = 0.0005 hartree = 13.61 meV
t* = 3.2410 bohr = 0.1715 nm
t from full linear formula = 3.2411 bohr
nonlinear residue at t* = 0.000503 hartree
sheet potential / TF value at x=0: x/bohr, TF, Lindhard
  1.0  0.331099  0.324799
  2.0  0.109626  0.098948
  4.0  0.012018  0.008733
  6.0  0.001317  0.001901
  8.0  0.000144  -0.000295
  10.0  0.000016  0.000002
Friedel envelope = TF exponential at x = 6.28 bohr
inner-metal density = 2.014e+23 cm^-3
density for 0.5 nm decay, eps = 1: 1.552e+17 cm^-3
density for 0.5 nm decay, eps = 10: 1.552e+20 cm^-3
largest relative error of linear formula = 2.1e-05
largest relative error of pure exponential, r=1: 7.4e-06
PASS
```
